\section*{The potential profile of a field-effect transistor under a Kelvin probe, part 1}

(Sections cited here and not found follow in the second part.)

\section{From sheet charge to the potential profile}

A transistor channel $10\,\mu\mathrm{m}$ long has its source at $0$ and its drain at $6\,\mathrm{V}$. Halfway along, the ideal potential is $2.384\,\mathrm{V}$ and not $3\,\mathrm{V}$. The slope of the potential is $0.420\,\mathrm{V}/\mu\mathrm{m}$ at the source and $1.050\,\mathrm{V}/\mu\mathrm{m}$ at the drain, although the film, its mobility and the current are the same at both ends. What differs between the ends is the mobile charge, and the profile follows from the way this charge depends on the potential.

\subsection{The device, the signs and the regime}

The transistor is a thin semiconducting film on an oxide, with the gate below the oxide. The upper surface of the film is open, so that a probe can scan it. The coordinate $x$ runs from the source, $x=0$, to the drain, $x=L$. The width is $W$, the oxide thickness $t$ and the film thickness $d$. The carriers are electrons of charge $-e$, with $e>0$.

All voltages are referred to the source. The gate is at $V_G$ and the drain at $V_D>0$. The channel voltage $V(x)$ is defined by the electron quasi-Fermi energy,
\begin{equation}
E_F(x)=E_F(0)-eV(x),\qquad V(0)=0,\quad V(L)=V_D .
\label{eq:defV}
\end{equation}
The end values assume ideal contacts, across which no voltage is lost. There is no leakage through the oxide and no current across the film, so $E_F$ does not vary through the film thickness. For a hole channel the same results hold when the signs of all voltages, and of the carrier charge, are reversed.

The threshold voltage $V_T$ is the gate voltage at which mobile charge begins to collect at the source in the model used here. The overdrive is $V_{ov}=V_G-V_T$. The treatment covers
\begin{equation}
0<V_D<V_{ov},
\label{eq:regime}
\end{equation}
in which mobile charge remains at every point of the channel. Within this range lies the strict linear regime, $V_D\ll V_{ov}$, where the current is proportional to $V_D$ and the field is nearly uniform. The steepening towards the drain is then a small correction, which will be obtained as a limit.

\subsection{Current in terms of the channel voltage}

Let $\phi$ be the electrostatic potential and $n$ the electron density. Drift and diffusion give the conventional current density along $x$,
\begin{equation}
J=-e\mu n\frac{d\phi}{dx}+eD\frac{dn}{dx},
\label{eq:driftdiff}
\end{equation}
where $\mu$ is the mobility and $D$ the diffusion constant. The first sign arises because the electric field is $-d\phi/dx$ and the drift current points along it. The second is positive because electrons diffuse down their density gradient while carrying negative charge.

In local equilibrium the density depends on how far the band edge, at energy $-e\phi$ plus a constant, lies from $E_F$. It is therefore a function of the difference $\phi-V$:
\begin{equation}
n=f(\phi-V),\qquad
\frac{dn}{dx}=f'\left(\frac{d\phi}{dx}-\frac{dV}{dx}\right).
\label{eq:density}
\end{equation}
The constant $D$ is fixed by equilibrium. There $dV/dx=0$ and $J=0$, even if $\phi$ varies, and \eqref{eq:driftdiff} becomes
\begin{equation}
0=e\left(-\mu n+Df'\right)\frac{d\phi}{dx}
\quad\Longrightarrow\quad Df'=\mu n .
\label{eq:einstein}
\end{equation}
For a dilute electron gas $f'=en/(k_BT)$, and this is the Einstein relation $D=\mu k_BT/e$. Inserting \eqref{eq:density} and \eqref{eq:einstein} into \eqref{eq:driftdiff} gives
\begin{equation}
J=-e\mu n\frac{d\phi}{dx}
+e\mu n\left(\frac{d\phi}{dx}-\frac{dV}{dx}\right)
=-e\mu n\frac{dV}{dx}.
\label{eq:J}
\end{equation}
The slope of $V$ thus accounts for drift and diffusion together. The minus sign says that conventional current flows from drain to source when $V$ rises towards the drain.

Let $I$ be the magnitude of the current and $Q$ the magnitude of the mobile charge per unit area, $Q=e\int n\,dy$, where $y$ runs through the film. The mobility is taken as constant and $dV/dx$ does not depend on $y$, so integration of \eqref{eq:J} over the cross-section gives
\begin{equation}
I=W\mu Q(x)\frac{dV}{dx}.
\label{eq:I}
\end{equation}

\subsection{The gradual-channel charge}

If the potential changes little along $x$ over a distance equal to the oxide thickness, the oxide field is nearly perpendicular to the film. Each short slice of the device is then a parallel-plate capacitor, with capacitance per area
\begin{equation}
C=\frac{\epsilon_{ox}}{t}.
\label{eq:C}
\end{equation}
The voltage across this capacitor is $V_G$ minus the potential of the film at the oxide interface, apart from constants set by the materials and by fixed charge. The interface potential follows $V(x)$. The remaining difference between the two depends weakly on the carrier density; it is taken as constant and absorbed in $V_T$. All charge induced beyond threshold is counted as mobile; trap states that fill as the gate voltage rises are left out. Hence
\begin{equation}
Q=C\left(V_G-V_T-V\right)=Cu,\qquad u(x)=V_{ov}-V(x).
\label{eq:Q}
\end{equation}
The quantity $u$ is the local overdrive. It falls from $V_{ov}$ at the source to $u_L=V_{ov}-V_D$ at the drain. The gate attracts fewer electrons near the drain because the voltage between gate and channel is smaller there.

\subsection{Integration along the channel}

Since $V_{ov}$ is constant, $dV/dx=-du/dx$. Equations \eqref{eq:I} and \eqref{eq:Q} combine to
\begin{equation}
I=-W\mu C\,u\frac{du}{dx}
=-\frac{W\mu C}{2}\frac{d(u^2)}{dx}.
\label{eq:usq}
\end{equation}
In the steady state, and without leakage, the same current crosses every section. The left side is therefore constant, and $u^2$ is a linear function of $x$:
\begin{equation}
u^2(x)=V_{ov}^2-\frac{2I}{W\mu C}\,x .
\label{eq:uline}
\end{equation}
At $x=L$ this must equal $u_L^2$. Solving for the current gives
\begin{align}
I&=\frac{W\mu C}{2L}\left[V_{ov}^2-(V_{ov}-V_D)^2\right]\nonumber\\
&=\frac{W\mu C}{L}\left(V_{ov}V_D-\frac{V_D^2}{2}\right).
\label{eq:Iresult}
\end{align}
Putting the first line back into \eqref{eq:uline},
\begin{equation}
u^2(x)=V_{ov}^2\left(1-\frac{x}{L}\right)+(V_{ov}-V_D)^2\frac{x}{L}.
\label{eq:uresult}
\end{equation}
The mobile charge $Cu$ is positive, so the positive square root applies. With $V=V_{ov}-u$,
\begin{equation}
V(x)=V_{ov}-\sqrt{V_{ov}^2\left(1-\frac{x}{L}\right)
+(V_{ov}-V_D)^2\frac{x}{L}} .
\label{eq:profile}
\end{equation}
This is the ideal profile. The mobility and the capacitance have dropped out: at given $V_{ov}$ and $V_D$ they set the current, while the shape depends on the two voltages and on $x/L$.

\subsection{The field towards the drain}

Define
\begin{equation}
a=\frac{V_{ov}^2-(V_{ov}-V_D)^2}{2L}.
\label{eq:a}
\end{equation}
By \eqref{eq:Iresult}, $I=W\mu Ca$, and \eqref{eq:I} with $Q=Cu$ gives
\begin{equation}
\frac{dV}{dx}=\frac{a}{u(x)} .
\label{eq:field}
\end{equation}
The quasi-Fermi slope is called the field here. The electric field along the channel is $-d\phi/dx$; it points towards the source and has nearly the same magnitude, as long as $\phi-V$ varies slowly. From \eqref{eq:field}, the ratio of the end values is
\begin{equation}
\frac{(dV/dx)_{L}}{(dV/dx)_{0}}=\frac{V_{ov}}{V_{ov}-V_D}.
\label{eq:ratio}
\end{equation}
Differentiating \eqref{eq:field} once more, with $du/dx=-a/u$,
\begin{equation}
\frac{d^2V}{dx^2}=-\frac{a}{u^2}\frac{du}{dx}=\frac{a^2}{u^3}>0 .
\label{eq:curv}
\end{equation}
The curve is convex, and its slope grows all the way to the drain. The reason is the constancy of the current: where less charge is available, each electron must drift faster, and at constant mobility this takes a proportionally larger field.

\subsection{Numbers for an oxide-semiconductor film}

The example uses rough typical values for a transistor made of amorphous indium-gallium-zinc oxide on thermally oxidised silicon: $L=10\,\mu\mathrm{m}$, $W=100\,\mu\mathrm{m}$, $t=100\,\mathrm{nm}$, $d=30\,\mathrm{nm}$ and $\mu=10\,\mathrm{cm^2/Vs}$ at $300\,\mathrm{K}$. The relative permittivities are $3.9$ for the oxide and $10$ for the film. The biases are chosen as $V_{ov}=10\,\mathrm{V}$ and $V_D=6\,\mathrm{V}$, so that $u_L=4\,\mathrm{V}$.

Equation \eqref{eq:C} gives $C=34.53\,\mathrm{nF/cm^2}$. With $W/L=10$, the current from \eqref{eq:Iresult} is
\begin{equation}
I=10\times10\times34.53\times10^{-9}\times(60-18)\,\mathrm{A}
=145\,\mu\mathrm{A}.
\label{eq:Inum}
\end{equation}
The field constant is $a=(100-16)/(2\times10)=4.2\,\mathrm{V^2}/\mu\mathrm{m}$. Dividing it by $10\,\mathrm{V}$ and by $4\,\mathrm{V}$ gives the end fields $0.420$ and $1.050\,\mathrm{V}/\mu\mathrm{m}$. Their ratio is $2.5$, because the charge at the drain is $0.4$ of that at the source. At the midpoint $u^2=(100+16)/2=58\,\mathrm{V^2}$, so $u=7.616\,\mathrm{V}$ and $V=2.384\,\mathrm{V}$.

The integration was tested with a chain of 2000 resistors, each with a conductance set by the charge at its own voltage, iterated until voltages and conductances agreed. For $V_D=0.1$, $3$, $6$ and $9\,\mathrm{V}$ at the same overdrive, the node voltages matched \eqref{eq:profile} to within $10^{-6}\,\mathrm{V}$ plus $10^{-5}$ of the local value. Each conductance was taken at the mean of its two node voltages, so every resistor lowers $u^2$ by the same amount and the nodes lie on \eqref{eq:uresult} for any number of resistors. The agreement therefore checks the algebra only. Both calculations use the charge law \eqref{eq:Q}, so it does not test that law.

\subsection{How far the curve sags}

The straight line between the end points is $V_Dx/L$. Let $\Delta=V_Dx/L-V$ be the sag below it. Its derivative vanishes where the local field equals the mean field $V_D/L$. To find that place, factor \eqref{eq:a} as a difference of squares:
\begin{equation}
a=\frac{V_D(2V_{ov}-V_D)}{2L}=\frac{V_Dm}{L},\qquad
m=V_{ov}-\frac{V_D}{2}.
\label{eq:m}
\end{equation}
The condition $a/u=V_D/L$ then gives $u=m$, and therefore $V=V_D/2$. By \eqref{eq:uresult} this occurs at
\begin{equation}
\frac{x_*}{L}=\frac{V_{ov}^2-m^2}{V_{ov}^2-u_L^2}
=\frac{(V_D/2)(V_{ov}+m)}{2mV_D}=\frac{V_{ov}+m}{4m}.
\label{eq:place}
\end{equation}
The sag there is
\begin{equation}
\Delta_{\max}=V_D\frac{V_{ov}+m}{4m}-\frac{V_D}{2}
=\frac{V_D(V_{ov}-m)}{4m}=\frac{V_D^2}{8m}.
\label{eq:sag}
\end{equation}
It is a maximum because \eqref{eq:curv} makes the second derivative of $\Delta$ negative. In the example $m=7\,\mathrm{V}$, so $x_*/L=17/28=0.607$ and $\Delta_{\max}=36/56=0.643\,\mathrm{V}$. Half the drain voltage falls over the first $6.07\,\mu\mathrm{m}$, and the other half over the remaining $3.93\,\mu\mathrm{m}$.

\subsection{The two limits}

For small drain voltage put $r=V_D/V_{ov}$ and $s=x/L$. Equation \eqref{eq:uresult} becomes $u=V_{ov}\sqrt{1-b}$, with $b=2rs-r^2s$. Using $\sqrt{1-b}=1-b/2-b^2/8-\dots$ and keeping terms up to $r^2$,
\begin{equation}
\frac{V}{V_{ov}}=\frac b2+\frac{b^2}{8}+\dots
=rs-\frac{r^2s}{2}+\frac{r^2s^2}{2}+O(r^3).
\label{eq:series}
\end{equation}
In the original symbols,
\begin{equation}
V(x)\simeq V_D\frac{x}{L}
-\frac{V_D^2}{2V_{ov}}\frac{x}{L}\left(1-\frac{x}{L}\right).
\label{eq:small}
\end{equation}
The first term is the straight line of the strict linear regime. The second is a parabola whose depth relative to $V_D$ is of order $V_D/V_{ov}$. At $V_D=0.1\,\mathrm{V}$ the field ratio \eqref{eq:ratio} is $10/9.9=1.010$, a rise of one per cent.

At the other end of the range, $V_D\to V_{ov}$, the charge $Cu_L$ tends to zero and \eqref{eq:field} makes the drain field grow without bound. At $V_D=9\,\mathrm{V}$ the ratio is already $10$. The divergence marks the failure of \eqref{eq:Q}, for two reasons treated in the next section. The offset absorbed in $V_T$ changes with the carrier density; in the film model given there it amounts to $4\,\%$ of $u_L$ at $V_D=8\,\mathrm{V}$ and $11\,\%$ at $9\,\mathrm{V}$, and it keeps the charge finite at $V_D=V_{ov}$. In addition, a potential that changes this fast along $x$ no longer leaves the oxide field perpendicular to the film. The second error falls as $1/L^2$, while the first does not depend on $L$.

\section{What the probe reads, and what shifts the profile}

The second half uses the following results. The local overdrive is $u=V_{ov}-V$ and the mobile charge per area is $Q=Cu$. The square $u^2$ is linear in $x$, the field is $dV/dx=a/u$ and the curvature is $V''=a^2/u^3$, where a prime denotes $d/dx$. With $m=V_{ov}-V_D/2$ and $K=W\mu C/L$, the current is $I=KmV_D$. In the example $V_{ov}=10\,\mathrm{V}$, $V_D=6\,\mathrm{V}$, $u_L=4\,\mathrm{V}$, $a=4.2\,\mathrm{V^2}/\mu\mathrm{m}$ and $I=145\,\mu\mathrm{A}$.

\subsection{The null condition}

A conducting tip is held above the film at the voltage $V_{dc}+V_{ac}\sin\omega t$. Let $\Phi_t$ and $\Phi_s$ be the work functions of tip and film, measured from the Fermi level to the vacuum level just outside the surface. The potential just outside a surface is its Fermi voltage minus $\Phi/e$. The potential difference across the gap, tip minus film, is therefore
\begin{equation}
U=U_0+V_{ac}\sin\omega t,\qquad
U_0=V_{dc}-V-\frac{\Phi_t-\Phi_s}{e}.
\label{eq:gap}
\end{equation}

Let $C_t(z)$ be the capacitance between tip and film at separation $z$. If $z$ changes by $dz$ at fixed $U$, the charge changes by $U\,dC_t$. The voltage supplies and the work-function difference, which together make up $U$, deliver the energy $U^2dC_t$. Half of it is stored in the field. The other half is the mechanical work $f\,dz$, so the force is
\begin{equation}
f=\frac12\frac{dC_t}{dz}U^2 .
\label{eq:force}
\end{equation}
Squaring \eqref{eq:gap} gives $U_0^2+2U_0V_{ac}\sin\omega t+V_{ac}^2\sin^2\omega t$. The last term equals $V_{ac}^2(1-\cos2\omega t)/2$ and has no part at frequency $\omega$. The amplitude at $\omega$ is thus
\begin{equation}
f_\omega=\frac{dC_t}{dz}U_0V_{ac}.
\label{eq:harmonic}
\end{equation}
The instrument adjusts $V_{dc}$ until $f_\omega=0$. If $C_t$ does not depend on $U$, as for a metallic surface, this requires $U_0=0$:
\begin{equation}
V_{dc}=V(x)+\frac{\Phi_t-\Phi_s}{e}.
\label{eq:reading}
\end{equation}
With the round values $\Phi_t=5.0\,\mathrm{eV}$ and $\Phi_s=4.5\,\mathrm{eV}$, the offset is $0.5\,\mathrm{V}$. At $x=8\,\mu\mathrm{m}$, where $V=4.273\,\mathrm{V}$, the raw reading is $4.773\,\mathrm{V}$.

A second map, taken at $V_D=0$ and the same gate voltage, contains the offset alone. The difference $S$ of the two maps equals $V(x)$ if the work function at each point is the same in both.

The ideal profile follows from a constant current and a mobile charge proportional to the local overdrive, and the difference of two probe maps gives this profile if the work function at each point is the same in both. It remains to read the overdrive from such a map and to estimate how the film, the charge law, the contacts, the mobility and the probe width alter the result.
